# PAW logarithmic derivatives from N+1 radial equations, and ghost states

## 1. One projector on a spherical shell

Consider an s wave in a sphere of radius $R$, with no local potential and a single separable term that acts at $r=a<R$. In Hartree atomic units, used throughout, $u(r)$ denotes $r$ times the radial wave function. At energy $e=k^2/2$ the equation is
$$-\tfrac12u''-eu+A\,\delta(r-a)\,u(a)=0 .$$
This has the form $p\,A\,\langle p|u\rangle$ with $p=\delta(r-a)$. Two regular functions suffice to solve it:
$$-\tfrac12u_0''-eu_0=0,\qquad -\tfrac12u_1''-eu_1=-\delta(r-a).$$
The first gives $u_0=\sin(kr)/k$. The second requires the slope to jump by $+2$ at $a$, so $u_1=0$ for $r<a$ and $u_1=2\sin[k(r-a)]/k$ for $r>a$.

Insert $u=u_0+cu_1$. The left side becomes $\delta(r-a)[-c+Au(a)]$, and $u_1(a)=0$, so $c=Au_0(a)$. The logarithmic derivative at $R$ is
$$L=\frac{u'(R)}{u(R)}=\frac{\cos kR+2A\,\frac{\sin ka}{k}\cos k(R-a)}{\frac{\sin kR}{k}+2A\,\frac{\sin ka}{k}\,\frac{\sin k(R-a)}{k}} .$$

The denominator also shows how a separable term creates a level. A pole of $L$ means $u(R)=0$, which is a level of the sphere with a hard wall. At $e\to0$ the denominator tends to $R+2Aa(R-a)$, which is negative if $A<-R/[2a(R-a)]$. For $e=-\kappa^2/2$ the sines become hyperbolic sines. At large $\kappa$ the first term, of order $e^{\kappa R}/\kappa$, outweighs the second, of order $e^{\kappa R}/\kappa^2$, and the denominator is positive. It therefore vanishes somewhere below $e=0$, although the local problem has no level there.

A PAW dataset has $N$ extended projectors and an energy-dependent strength, but the calculation keeps this structure.

## 2. The radial PAW equation

Take a spherical, non-relativistic, energy-independent potential $v(r)$ and one angular momentum $l$, with
$$T_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}.$$
All functions are real, and $\langle f|g\rangle=\int_0^{r_c}fg\,dr$, where $r_c$ is the augmentation radius. The all-electron partial waves satisfy $(T_l+v)\phi_n=e_n\phi_n$ at $N$ distinct reference energies. Smooth pseudo waves $\tilde\phi_n$ join them at $r_c$ in value and slope. The smooth local potential is $\tilde v$.

In PAW, the matrix element of an operator is its value for the pseudo wave plus one-centre corrections, weighted by the projections $\langle p_j|u\rangle$. Applying this to $H-e$ and making the resulting quadratic form stationary gives the starting equation
$$(T_l+\tilde v-e)u+\sum_{ij}p_iA_{ij}\langle p_j|u\rangle=0,\qquad A=D-eq. \tag{1}$$
Here
$$q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle,\qquad D_{ij}=h_v(\phi_i,\phi_j)-h_{\tilde v}(\tilde\phi_i,\tilde\phi_j),$$
$$h_w(f,g)=\int_0^{r_c}\Big[\tfrac12f'g'+\Big(\tfrac{l(l+1)}{2r^2}+w\Big)fg\Big]dr .$$
Both matrices are symmetric by construction.

## 3. The algorithm

At the chosen energy, compute $N+1$ regular local solutions:
$$(T_l+\tilde v-e)u_0=0,\qquad (T_l+\tilde v-e)u_i=-p_i .\tag{2}$$
Set $u=u_0+\sum_ic_iu_i$. The local operator acting on $u$ gives $-\sum_ip_ic_i$, so equation (1) becomes
$$\sum_ip_i\Big[-c_i+\sum_jA_{ij}\langle p_j|u\rangle\Big]=0 .$$
For linearly independent projectors each bracket vanishes. With $b_j=\langle p_j|u_0\rangle$ and $G_{jk}=\langle p_j|u_k\rangle$, the projections of $u$ are $b+Gc$, hence $c=A(b+Gc)$, or
$$(1-AG)\,c=Ab,\qquad L(e)=\frac{u_0'+\sum_ic_iu_i'}{u_0+\sum_ic_iu_i}\bigg|_{r_c}. \tag{3}$$

For the radial solver, write $u=r^{l+1}f$ and $p_i=r^{l+1}g_i$. Since
$$u''=r^{l+1}\Big[f''+\frac{2(l+1)}{r}f'+\frac{l(l+1)}{r^2}f\Big],$$
the centrifugal term cancels, and equation (2) becomes
$$-\tfrac12\Big[f''+\frac{2(l+1)}{r}f'\Big]+(\tilde v-e)f=-g ,$$
with $g=0$ for $u_0$ and $g=g_i$ for $u_i$. Regularity removes one of the two constants of integration. The other is fixed by $f_0(0)=1$ and $f_i(0)=0$. Adding a multiple of $u_0$ to $u_i$ leaves the span of the functions unchanged, so it can alter only the normalization of $u$.

The numerical example multiplies this equation by $r$ and imposes it at the Chebyshev nodes of a polynomial of degree 40, except at $r_c$, where the row is replaced by the condition on $f(0)$. All $N+1$ right-hand sides share one matrix. Finally, $L=(l+1)/r_c+f'(r_c)/f(r_c)$.

**A singular matrix.** Suppose $(1-AG)y=0$ with $y\neq0$. Then $\sum_iy_iu_i$ itself solves equation (1), and it has $f(0)=0$. It is not identically zero, because that would require $\sum_iy_ip_i=0$. If the regular solution is unique up to a factor, the normalization $f(0)=1$ has failed, and $L$ can be taken from this function instead. For $N=1$ the same point is visible after multiplying through by $1-AG$:
$$L=\frac{(1-AG)u_0'+Ab\,u_1'}{(1-AG)u_0+Ab\,u_1},$$
which passes smoothly through $AG=1$ unless the denominator also vanishes.

## 4. Agreement at the reference energies

Define the residuals and their overlaps with the pseudo waves:
$$\chi_n=(e_n-T_l-\tilde v)\tilde\phi_n,\qquad B_{in}=\langle\tilde\phi_i|\chi_n\rangle .$$
Assume that $B$ is invertible and choose
$$p_i=\sum_j\chi_j(B^{-1})_{ji}. \tag{4}$$
These projectors are dual to the pseudo waves, because $\langle\tilde\phi_k|p_i\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki}$.

To relate $D$ to $B$, integrate the kinetic terms by parts. The contribution at the origin vanishes because $fg'\propto r^{2l+1}$. Thus
$$h_v(\phi_i,\phi_n)=\tfrac12\phi_i\phi_n'\big|_{r_c}+e_n\langle\phi_i|\phi_n\rangle,$$
$$h_{\tilde v}(\tilde\phi_i,\tilde\phi_n)=\tfrac12\tilde\phi_i\tilde\phi_n'\big|_{r_c}+e_n\langle\tilde\phi_i|\tilde\phi_n\rangle-B_{in},$$
where the second line uses $(T_l+\tilde v)\tilde\phi_n=e_n\tilde\phi_n-\chi_n$. Matching in value and slope makes the surface terms equal. Subtraction gives
$$D_{in}-e_nq_{in}=B_{in}. \tag{5}$$

Now insert $u=\tilde\phi_n$ at $e=e_n$ into equation (1). Duality selects column $n$ of $A$, and the separable term is
$$\sum_ip_iB_{in}=\sum_{ij}\chi_j(B^{-1})_{ji}B_{in}=\chi_n .$$
The local term is $-\chi_n$, so the sum is zero. Provided the regular solution is unique up to a factor and $\tilde\phi_n/r^{l+1}$ does not vanish at the origin, the algorithm must return a multiple of $\tilde\phi_n$. (If it does vanish there, $1-AG$ is singular, the case treated in Section 3.) Its projections are then proportional to $\delta_{jn}$, and its $L$ is the all-electron value. These two properties are the verification to make at each $e_n$.

Duality alone does not suffice. If $\chi_n$ lies outside the span of the projectors, $\chi_n-\sum_ip_iB_{in}$ remains and $\tilde\phi_n$ is not a solution.

## 5. Error near a reference energy

Let a dot denote $d/de$. Differentiating equation (1) gives
$$\Big(T_l+\tilde v-e+\sum_{ij}|p_i\rangle A_{ij}\langle p_j|\Big)\dot u=Su,\qquad S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j| .$$
Multiply by $u$ and integrate, then subtract the integral of $\dot u$ times equation (1), which is zero. The potential and the symmetric separable terms cancel. The kinetic terms leave
$$-\tfrac12\big[u\dot u'-\dot uu'\big]_{r_c}=\langle u|S|u\rangle .$$
Since $\dot L=(\dot u'u-u'\dot u)/u^2$,
$$\frac{dL}{de}=-\frac{2\langle u|S|u\rangle}{u(r_c)^2}. \tag{6}$$

At $e_n$, with $u=\tilde\phi_n$, the numerator contains $\langle\tilde\phi_n|\tilde\phi_n\rangle+q_{nn}=\langle\phi_n|\phi_n\rangle$. The same derivation for the all-electron equation gives equation (6) with this norm and the same boundary value. The slopes therefore agree, and where both functions $L$ are analytic the error starts at order $(e-e_n)^2$ or higher. This is a local statement: it gives no bound at a finite distance, and it does not exclude a pole between two references.

## 6. Worked example

The model potential is $v=-(1+2e^{-2r})/r$, with $r_c=2$ bohr, $e_1=-0.2$ and $e_2=0.8$ hartree. Partial waves are normalized to $u(r_c)=1$. The pseudo waves are $r^{l+1}$ times a polynomial in $r^2$ with four coefficients, fixed by matching $f$ and its first three derivatives. The local potential is a polynomial in $r^2$ with three coefficients, matched to $v$, $v'$ and $v''$ at $r_c$.

For the s channel,
$$D=\begin{pmatrix}0.192832&0.517667\\0.517667&1.166098\end{pmatrix},\quad q=\begin{pmatrix}0.036143&-0.017582\\-0.017582&-0.255335\end{pmatrix}.$$
Equation (5) can be checked on one element: $D_{12}-0.8\,q_{12}=0.517667+0.014066=0.531733$, against $B_{12}=0.531732$ from the residual.

At $e=0.3$ hartree,
$$A=D-0.3q=\begin{pmatrix}0.181989&0.522941\\0.522941&1.242698\end{pmatrix},$$
$$b=\begin{pmatrix}-1.656902\\1.206375\end{pmatrix},\quad G=\begin{pmatrix}-10.470142&5.968625\\-1.179798&0.180080\end{pmatrix}.$$
Multiplication gives the linear system
$$\begin{pmatrix}3.52242&-1.18040\\6.94140&-2.34502\end{pmatrix}c=\begin{pmatrix}0.32932\\0.63270\end{pmatrix}.$$
Its determinant is $-8.2601+8.1936=-0.0665$. This cancellation costs about two digits in $c$, so the intermediate quantities should not be rounded early. The unrounded calculation gives $c=(0.3823,\,0.8618)$ and
$$L=-0.1892\ \text{bohr}^{-1}=-0.3576\ \text{Å}^{-1}.$$

A Galerkin solution of the complete equation (1), which never splits it into $N+1$ parts, gives the same $L$ to the eight printed decimals. The all-electron value is $-0.1972$ bohr$^{-1}$. The difference of $0.0079$ bohr$^{-1}$, 4% of the all-electron value, is thus an error of the dataset and not of the radial solver.

At both references the difference is below $10^{-12}$ bohr$^{-1}$. When the offset from a reference is halved from 0.05 to 0.025 hartree, the error averaged over both signs of the offset falls by factors of 4.11 and 4.03, close to the 4 of a quadratic leading term. This average cancels any linear term, so the slope is tested separately: central differences of the error with a step of 0.005 hartree give $-8.1\times10^{-6}$ and $5.3\times10^{-6}$ bohr$^{-1}$ hartree$^{-1}$ at the two references. Dual projectors built from a shape function instead of the residuals miss the reference values by $-2.4\times10^{-4}$ and $1.5\times10^{-2}$ bohr$^{-1}$, as Section 4 leads one to expect.

## 7. A ghost between the references

So far the s dataset looks sound. Its errors at the further scan energies $-0.6$, $0.3$ and $1.1$ hartree are $-0.010$, $0.008$ and $0.018$ bohr$^{-1}$. The hard-wall levels below 6 hartree tell a different story:

- all-electron: $-1.916$ and $1.877$ hartree;
- PAW: $0.024$ and $1.952$ hartree.

The all-electron level at $-1.916$ is the core-like state, which the valence dataset is not meant to reproduce. The PAW level at $1.952$ corresponds to $1.877$. No all-electron level lies near $0.024$ hartree: the PAW level there is a ghost, and it lies between two references at which value and slope are right. The program tests that $L$ has a pole there.

**Its origin.** The lowest eigenvalue of $S$, relative to the ordinary overlap, is $0.356$ in the hard-wall basis. The overlap is thus positive, and the number of levels below $e$ equals the number of negative directions of
$$K(e)=T_l+\tilde v-e+\sum_{ij}|p_i\rangle A_{ij}\langle p_j| .$$
This follows by diagonalizing $H$ and $S$ together, which turns $K=H-eS$ into a diagonal form with entries of the signs of $\lambda_m-e$, where $\lambda_m$ are the levels.

The local potential alone cannot place a level as low as $0.024$ hartree. In this sphere the s-wave kinetic energy is at least $\pi^2/(2r_c^2)=1.234$ hartree. The potential
$$\tilde v=-1.0726+0.2032r^2-0.0162r^4$$
rises throughout the sphere, so it is nowhere below $-1.073$ hartree. The local operator therefore has no level below $0.161$ hartree. At $e=0.1$ hartree its part of $K$ is positive, yet $K$ has one negative direction because of the ghost. The separable part must be attractive in some direction. Indeed
$$\det A(0.1)=0.1892\times1.1916-0.5194^2=-0.044,$$
so $A$ has one negative eigenvalue. As in Section 1, an attractive separable direction is what allows a level below the local ones. The argument shows that this direction is necessary, not that it creates the level from nothing. The trial function $\sin(\pi r/r_c)$, with $\langle r^2\rangle=1.131$ and $\langle r^4\rangle=1.825$, has the local energy $1.234-1.073+0.230-0.030=0.361$ hartree. The local operator therefore has a level between $0.161$ and $0.361$ hartree, itself between the references and without an all-electron counterpart. The separable term has to clear this interval of levels; here it leaves one at $0.024$ hartree.

**Why the scan missed it.** At a hard-wall level $e_g$, where $u(r_c)=0$, equation (6) gives
$$\frac{d(1/L)}{de}=-\frac{\dot L}{L^2}=\frac{2\langle u|S|u\rangle}{u'(r_c)^2},$$
and hence
$$L\simeq\frac{\rho}{e-e_g},\qquad \rho=\frac{u'(r_c)^2}{2\langle u|S|u\rangle}.$$
A state with little slope at $r_c$ gives a narrow pole. If $u'(r_c)$ also vanishes, which a nonlocal equation does not forbid, the state is decoupled from the boundary and contributes no pole to $L$.

The width here can be estimated, though not proved, by assuming that the error has the form $C(e-e_1)^2(e-e_2)^2/(e-e_g)$ with constant $C$. The error at $0.3$ hartree then gives $C\approx0.035$ and $\rho\approx10^{-3}$ hartree/bohr. On this estimate the pole term exceeds $0.1$ bohr$^{-1}$ only within about $0.01$ hartree of the ghost. The estimate is rough: the same form predicts errors of $-0.018$ at $-0.6$ hartree and $0.005$ at $1.1$ hartree, against the computed $-0.010$ and $0.018$ bohr$^{-1}$, so the value of $\rho$ is at best an order-of-magnitude estimate. The change of sign of the error between $-0.6$ and $0.3$ hartree fits this picture, since a double zero at $-0.2$ does not change the sign but a simple pole does.

The ghost matters however narrow its pole is. The operator $S$ is bounded and the hard-wall functions are dense among square-integrable ones, so $S$ is positive also for functions that do not vanish at $r_c$, and equation (6) makes $L$ decrease between poles. From $0.485$ bohr$^{-1}$ at $e_1$ it falls to $-\infty$ at the ghost, and from $+\infty$ just above the ghost it falls to $-1.314$ bohr$^{-1}$ at $e_2$. A fixed boundary condition $L=L_0$ with $L_0$ between these two values is therefore met twice between the references, whereas the all-electron $L$, which has no pole there, meets it once.

## 8. Ghosts from a deep local potential

There is a second route to ghosts. Suppose the local part of $K(e)$ has $n$ negative directions. Requiring $\langle p_j|u\rangle=0$ for all $j$ imposes $N$ conditions on their span and switches off the separable term. At least $n-N$ negative directions survive, whatever $A$ is.

Adding $-100\,(1-r^2/r_c^2)^3$ hartree to $\tilde v$ and rebuilding the projectors gives $n=5$ at $e=0$. The overlap stays positive, with lowest eigenvalue $0.383$, so negative directions again count levels. With $N=2$, at least three levels must lie below zero. The calculation finds four, at $-65.7$, $-38.4$, $-16.6$ and $-2.26$ hartree, while the all-electron problem has no valence level there. The reference errors are again below $10^{-12}$ bohr$^{-1}$.

Between $-1$ and 6 hartree this deep dataset has a single level, at $1.859$ hartree, closer to the all-electron $1.877$ than the ordinary dataset comes. A count of levels confined to that window would not reveal the ghosts.

## 9. What each check establishes

Agreement of both $L$ and the projections at $e_n$ tests the projectors, column $n$ of $D-e_nq$ and the linear system. The projections are needed because, by the argument that led to equation (6), a small symmetric change $\delta A$ alters $L(e_n)$ by $2\,\delta A_{nn}/\tilde\phi_n(r_c)^2$ to first order, which does not contain the off-diagonal elements. Agreement does not fix $q_{nn}$, since shifting $q_{nn}$ by $\delta$ and $D_{nn}$ by $e_n\delta$ leaves every reference value unchanged. By equation (6), such a shift changes $dL/de$ at $e_n$, so it is the vanishing slope of the error that verifies the diagonal norm correction $q_{nn}$; an error averaged over both signs of the offset does not see a linear term and cannot verify it. A scan measures the transferability at the energies sampled. None of these counts levels. For that, diagonalize $H$ against $S$ in the hard-wall sphere, confirm that $S$ is positive, and compare the levels with the all-electron ones, extending the search well below the valence window.

In the p channel of this example the scan errors are at most $0.014$ bohr$^{-1}$, reached at $1.1$ hartree where $L=-11.7$ bohr$^{-1}$. Its hard-wall levels were not computed, so its freedom from ghosts remains unestablished. The numerical check below gives the full scan for both channels.

## Values computed for the example and the checks

```
nuclear charge 3.0 e, screening decay 2.0 1/bohr
augmentation radius 2.0 bohr
reference energies: -0.200000, 0.800000 hartree
s: vps coefficients of r^0, r^2, r^4: -1.072578, 0.203184, -0.016155 a.u.
s: D11, D12, D21, D22: 0.192832, 0.517667, 0.517667, 1.166098 a.u. (waves with u(rc)=1)
s: q11, q12, q21, q22: 0.036143, -0.017582, -0.017582, -0.255335 a.u. (waves with u(rc)=1)
s: B11, B12, B21, B22: 0.200060, 0.531732, 0.514150, 1.370366 a.u. (waves with u(rc)=1)
worked energy 0.3 hartree
A = D - e q: 0.181989, 0.522941, 0.522941, 1.242698 a.u.
b = <p|u0>: -1.656902, 1.206375 a.u.
G11, G12, G21, G22 = <p|u_i>: -10.470142, 5.968625, -1.179798, 0.180080 a.u.
coefficients c: 0.382284, 0.861777 a.u.
L, N+1 equations: -0.18923985 1/bohr
L, Galerkin full equation: -0.18923985 1/bohr
L, all-electron: -0.19718806 1/bohr
L, N+1 equations, converted: -0.357611 1/angstrom
dL/de from norm formula: -1.682581 1/(bohr hartree)
l=0 e=-0.6 hartree: PAW 0.884689, AE 0.894599, difference -9.9e-03 1/bohr
l=0 e=-0.2 hartree: PAW 0.484615, AE 0.484615, difference 2.0e-13 1/bohr
l=0 e=0.3 hartree: PAW -0.189240, AE -0.197188, difference 7.9e-03 1/bohr
l=0 e=0.8 hartree: PAW -1.313733, AE -1.313733, difference 2.5e-13 1/bohr
l=0 e=1.1 hartree: PAW -2.516962, AE -2.534715, difference 1.8e-02 1/bohr
l=1 e=-0.6 hartree: PAW 0.896413, AE 0.896347, difference 6.6e-05 1/bohr
l=1 e=-0.2 hartree: PAW 0.456606, AE 0.456606, difference -6.6e-14 1/bohr
l=1 e=0.3 hartree: PAW -0.418475, AE -0.418551, difference 7.6e-05 1/bohr
l=1 e=0.8 hartree: PAW -2.764445, AE -2.764445, difference 1.1e-13 1/bohr
l=1 e=1.1 hartree: PAW -11.726802, AE -11.740813, difference 1.4e-02 1/bohr
s: slope errors at references: -8.1e-06, 5.3e-06 1/(bohr hartree)
s: error ratio on halving the energy offset: 4.112016, 4.027240 (no unit)
shape-function projectors, L errors at references: -2.44e-04, 1.52e-02 1/bohr
hard-wall s levels below 6 hartree, AE: -1.916487, 1.877136 hartree
hard-wall s levels below 6 hartree, PAW: 0.023512, 1.952429 hartree
lowest overlap eigenvalue, PAW: 0.356308 (no unit)
extra depth of the deep dataset: 100.0 hartree
deep dataset, L errors at references: -4.0e-13, -7.5e-13 1/bohr
hard-wall s levels below 6 hartree, deep PAW: -65.736214, -38.418205, -16.634943, -2.258110, 1.858576 hartree
lowest overlap eigenvalue, deep: 0.383463 (no unit)
negative directions at e=0, deep: local 5, with projectors 4 (counts)
highest deep-dataset level below zero: -2.258110 hartree
deep L at that level -0.05 hartree: -0.2587 1/bohr
deep L at that level +0.05 hartree: 4.0944 1/bohr
```
